# Inverse-square tail of the growth enhancement beside a long mask stripe: a program that tests the result

```python
"""
Growth enhancement beside a long mask stripe in vapour-phase epitaxy.

Result under test: with gas diffusion (coefficient D), first-order surface
reaction (rate constant k) and a very thick boundary layer, the relative
growth enhancement E(x) on the open surface has the far tail
    E(x) = C / x^2,   C = L W / pi,   L = D/k,
not exp(-x/L).  Symbols:
    x  distance from the stripe centre     w = 2a  stripe width
    H  boundary-layer thickness            n  precursor concentration
    W  integral over the mask of n / n_far, n_far = surface value far away
For finite H the tail gains the factor (y/sinh y)^2, y = pi x/(2H), and ends
as exp(-kappa x) with tan(kappa H) = -kappa L.
Lengths are in micrometres unless a name says otherwise.
"""
import numpy as np
import mpmath as mp
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.sparse.linalg import splu
from scipy.special import sici


# ---------- integral-equation road (infinitely thick layer) ----------
def f_aux(t):
    """Integral of exp(-t s)/(1+s^2) over s > 0; its derivative is -g_aux."""
    si, ci = sici(t)
    return ci * np.sin(t) + (np.pi / 2 - si) * np.cos(t)


def g_aux(t):
    """Integral of s exp(-t s)/(1+s^2) over s > 0."""
    si, ci = sici(t)
    return -ci * np.cos(t) + (np.pi / 2 - si) * np.sin(t)


def panel_weights(x, ends, L):
    """Surface kernel divided by L, integrated exactly over each panel."""
    t = (ends[None, :] - np.atleast_1d(x)[:, None]) / L
    size = np.maximum(np.abs(t), 1e-14)
    primitive = np.sign(t) * (np.pi / 2 - f_aux(size))
    return np.diff(primitive, axis=1) / np.pi


def solve_mask(w, L, panels=400):
    """Return panel ends, n/n_far on the mask, and its integral W."""
    angle = np.pi * np.arange(panels + 1) / panels
    ends = -0.5 * w * np.cos(angle)
    points = -0.5 * w * np.cos(0.5 * (angle[1:] + angle[:-1]))
    matrix = np.eye(panels) - panel_weights(points, ends, L)
    v = np.linalg.solve(matrix, np.ones(panels))
    return ends, v, float(v @ np.diff(ends))


# ---------- direct road: finite volumes for the concentration n ----------
def cell_widths(total, first, growth, cap):
    widths = [first]
    while sum(widths) < total:
        widths.append(min(widths[-1] * growth, cap))
    widths = np.array(widths)
    return widths * total / widths.sum()


def chain(widths):
    """One-dimensional diffusion matrix with closed ends."""
    link = 2.0 / (widths[1:] + widths[:-1])
    diag = np.zeros(len(widths))
    diag[:-1] += link
    diag[1:] += link
    return sp.diags([-link, diag, -link], [-1, 0, 1], format="lil")


def solve_gas(w, L, H):
    """Half domain x > 0; returns open x, E there, and W from the mask."""
    a = 0.5 * w
    first, cap = min(L, H) / 60, H / 30
    dx_mask = cell_widths(a, first, 1.05, cap)[::-1]
    dx = np.concatenate([dx_mask, cell_widths(7 * H, first, 1.05, cap)])
    dz = cell_widths(H, first, 1.05, cap)
    x = np.cumsum(dx) - 0.5 * dx
    is_open = np.arange(len(dx)) >= len(dx_mask)
    vertical = chain(dz)
    top = 2.0 / dz[-1]
    vertical[-1, -1] += top
    bottom = np.zeros(len(dz))
    bottom[0] = 1.0 / (L + 0.5 * dz[0])
    matrix = (sp.kron(chain(dx), sp.diags(dz))
              + sp.kron(sp.diags(dx), vertical)
              + sp.kron(sp.diags(dx * is_open), sp.diags(bottom)))
    supply = np.zeros(len(dz))
    supply[-1] = top
    lu = splu(sp.csc_matrix(matrix), permc_spec="MMD_AT_PLUS_A")
    n = lu.solve(np.kron(dx, supply)).reshape(len(dx), len(dz))
    n_far = L / (L + H)
    surface = n[:, 0] * L / (L + 0.5 * dz[0])
    E = surface[is_open] / n_far - 1
    W = 2 * np.sum(n[~is_open, 0] * dx_mask) / n_far
    return x[is_open], E, W


def layer_factor(x, H):
    y = np.pi * np.asarray(x, dtype=float) / (2 * H)
    return (y / np.sinh(y)) ** 2


def final_decay_length(L, H):
    s = brentq(lambda q: q * L / H * np.cos(q) + np.sin(q), np.pi / 2, np.pi)
    return H / s


# ---------- example: rough typical values, GaAs growth in hydrogen ----------
L, w, H = 20.0, 100.0, 5000.0
a = w / 2
T_wafer, T_gas, pressure_torr = 900.0, 400.0, 760.0
D_si = 2.0e-4               # m^2/s
flow_speed = 0.2            # m/s at the top of the layer
stripe_length = 10000.0
migration = 1.0             # adatom migration length
molecule_mass = 85 * const.atomic_mass

# Kernel: oscillatory Fourier integral against the closed form and its bounds
for t in (0.5, 5.0, 30.0):
    direct = mp.quadosc(lambda q: mp.cos(t * q) / (q + 1), [0, mp.inf], omega=t)
    assert abs(float(direct) / g_aux(t) - 1) < 1e-7
    assert 1 - 6 / t**2 < t**2 * g_aux(t) < 1

ends, v, W = solve_mask(w, L)
C = L * W / np.pi
assert v.min() > 1


def enhancement(x):
    return panel_weights(x, ends, L) @ v


def local_exponent(x):
    pair = enhancement(np.array([x * 0.99, x * 1.01]))
    return -np.log(pair[1] / pair[0]) / np.log(1.01 / 0.99)


# Far tail: amplitude and exponent
assert abs(enhancement(100 * L)[0] * (100 * L) ** 2 / C - 1) < 0.01
assert abs(local_exponent(100 * L) - 2) < 0.01

# Direct gas solution against the integral equation with the layer factor
x_gas, E_gas, W_gas = solve_gas(w, L, H)
chosen = (x_gas > a + 5) & (x_gas < H)
predicted = enhancement(x_gas[chosen]) * layer_factor(x_gas[chosen], H)
gas_deviation = np.max(np.abs(E_gas[chosen] / predicted - 1))
assert gas_deviation < 0.03     # grid growth of 5 % per cell, and order L/H
assert abs(W_gas / W - 1) < 0.01

# Amplitude for narrow and wide stripes (unit reaction length)
narrow_ratio = solve_mask(1e-3, 1.0)[2] / 1e-3
wide_dev = [abs(solve_mask(s, 1.0, 600)[2] / np.pi / (s**2 / 8) - 1)
            for s in (100.0, 1000.0)]
assert abs(narrow_ratio - 1) < 0.01
assert wide_dev[1] < 0.03 and wide_dev[1] < wide_dev[0] / 3


# Material balance on the open surface, both sides of the stripe
def excess_beyond(start, thickness=None):
    s = np.linspace(np.log(1e-8), np.log(1e4), 3001)
    step = L * np.exp(s)
    x = start + step
    values = enhancement(x)
    if thickness is None:
        return 2 * (simpson(values * step, x=s) + C / x[-1])
    keep = x < 20 * thickness
    values = values[keep] * layer_factor(x[keep], thickness)
    return 2 * simpson(values * step[keep], x=s[keep])


total_excess = excess_beyond(a)
assert abs(total_excess / w - 1) < 2e-3

# Final exponential decay for thin to thick layers, from the gas solution
decay_rows = []
for ratio in (0.5, 0.75 * np.pi, 20.0, H / L):
    thick = ratio * L
    if ratio == H / L:
        xs, Es = x_gas, E_gas
    else:
        xs, Es, _ = solve_gas(w, L, thick)
    i, j = np.searchsorted(xs, [a + 2.5 * thick, a + 3.5 * thick])
    measured = (xs[j] - xs[i]) / np.log(Es[i] / Es[j])
    formula = final_decay_length(L, thick)
    assert abs(measured / formula - 1) < 0.01
    decay_rows.append((ratio, measured, formula))
assert abs(decay_rows[1][2] / L - 1) < 1e-9

# Finite stripe length: sum point-source kernels along the stripe
nodes, weights = np.polynomial.laguerre.laggauss(30)


def point_kernel(r):
    return np.sum(weights * L**2 * nodes
                  / ((L * nodes) ** 2 + r**2) ** 1.5) / (2 * np.pi)


def length_factor(x, half):
    return half / np.hypot(half, x)


x_test = 1000.0
for half in (1000.0, 5000.0, 50000.0):
    summed = 2 * quad(lambda y: point_kernel(np.hypot(x_test, y)), 0, half,
                      points=[min(half / 2, x_test)], limit=200)[0]
    line = g_aux(x_test / L) / np.pi
    assert abs(summed / line / length_factor(x_test, half) - 1) < 0.01

# Surface migration: smear an inverse-square supply over a migration length
smeared = quad(lambda y: 0.5 * np.exp(-abs(y)) * (30 / (30 + y)) ** 2,
               -15, 15, points=[0])[0] - 1
assert abs(smeared / (6 / 30**2) - 1) < 0.05

# ---------- printed numbers ----------
print(f"reaction length D/k = {L:.0f} um, stripe width = {w:.0f} um")
print(f"layer thickness H = {H:.0f} um, H/(D/k) = {H/L:.0f}")
print(f"wafer {T_wafer:.0f} K, gas {T_gas:.0f} K, {pressure_torr:.0f} Torr")
print(f"D = {D_si*1e4:.1f} cm2/s")
print(f"n/n_far at mask centre = {v[len(v)//2]:.3f}")
print(f"W = {W:.1f} um (gas grid: {W_gas:.1f} um)")
print(f"tail amplitude C = {C:.0f} um2")
print(f"narrow-stripe estimate L w/pi = {L*w/np.pi:.0f} um2")
print(f"wide-stripe estimate w^2/8 = {w**2/8:.0f} um2")
print(f"narrow test, w = 0.001 L: W/w = {narrow_ratio:.4f}")
print(f"wide test, w = 100 L: C off w^2/8 by {100*wide_dev[0]:.1f} %")
print(f"wide test, w = 1000 L: C off w^2/8 by {100*wide_dev[1]:.1f} %")
print("Enhancement E in %; x from stripe centre; exp = same total material")
print("x(um)  H=inf   H=5000um(grid)  C/x^2   exp       -E/E'(um)")
for x in (70.0, 100.0, 200.0, 300.0, 500.0, 1000.0, 3000.0):
    grid = np.exp(np.interp(np.log(x), np.log(x_gas[chosen]),
                            np.log(E_gas[chosen])))
    guess = w / (2 * L) * np.exp(-(x - a) / L)
    print(f"{x:5.0f}  {100*enhancement(x)[0]:.4f}  {100*grid:.4f}  "
          f"{100*C/x**2:.4f}  {100*guess:.2e}  {x/local_exponent(x):.1f}")
print(f"largest grid-formula deviation = {100*gas_deviation:.2f} %")
print(f"local exponent at 300 um = {local_exponent(300.0):.3f}")
print(f"local exponent at 2000 um = {local_exponent(2000.0):.3f}")
print(f"excess on open surface / w = {total_excess/w:.5f}")
print(f"share beyond 300 um, H=inf: {100*excess_beyond(300.0)/w:.2f} %")
print(f"share beyond 300 um, H=5000 um: {100*excess_beyond(300.0, H)/w:.2f} %")
print(f"share by 2C/(X w) at 300 um: {100*2*C/(300*w):.2f} %")
print(f"share beyond 300 um, exponential: {100*np.exp(-(300-a)/L):.1e} %")
print("Final decay length: H/L, grid (um), formula (um)")
for ratio, measured, formula in decay_rows:
    print(f"  {ratio:.3f}  {measured:.2f}  {formula:.2f}")
print(f"thick-layer estimate (H+L)/pi = {(H+L)/np.pi:.1f} um")

print("Neglected effects")
shear = flow_speed / (H * 1e-6)
gradient = (T_wafer - T_gas) / H
print(f"flow {flow_speed:.1f} m/s, shear = {shear:.0f} 1/s")
for x in (300.0, 1000.0):
    peclet = shear * (x * 1e-6) ** 2 / D_si
    heat = gradient * x / T_wafer
    print(f"x = {x:.0f} um: layer factor = {layer_factor(x, H):.4f}")
    print(f"  cross-flow Peclet number = {peclet:.3f}")
    print(f"  temperature drop/T = {100*heat:.1f} %, D (T^1.75): "
          f"{100*(1-(1-heat)**1.75):.1f} %")
    print(f"  length factor ({stripe_length/1000:.0f} mm stripe) = "
          f"{length_factor(x, stripe_length/2):.4f}")
    print(f"  migration ({migration:.0f} um) change = "
          f"{100*6*migration**2/x**2:.1e} %")
speed = np.sqrt(8 * const.k * T_wafer / (np.pi * molecule_mass))
k_rate = D_si / (L * 1e-6)
free_path = 3 * D_si / speed * 1e6
sticking = k_rate / (speed / 4 + k_rate / 2)
print(f"k = {k_rate:.1f} m/s, mean molecular speed = {speed:.0f} m/s")
print(f"sticking probability = {sticking:.3f}")
print(f"free path 3D/speed = {free_path:.2f} um, over L = {free_path/L:.3f}")
assert 0 < sticking < 1 and free_path < 0.1 * L
print("all good")
```

It prints:

```
reaction length D/k = 20 um, stripe width = 100 um
layer thickness H = 5000 um, H/(D/k) = 250
wafer 900 K, gas 400 K, 760 Torr
D = 2.0 cm2/s
n/n_far at mask centre = 4.092
W = 365.6 um (gas grid: 365.7 um)
tail amplitude C = 2327 um2
narrow-stripe estimate L w/pi = 637 um2
wide-stripe estimate w^2/8 = 1250 um2
narrow test, w = 0.001 L: W/w = 1.0025
wide test, w = 100 L: C off w^2/8 by 7.3 %
wide test, w = 1000 L: C off w^2/8 by 1.0 %
Enhancement E in %; x from stripe centre; exp = same total material
x(um)  H=inf   H=5000um(grid)  C/x^2   exp       -E/E'(um)
   70  51.5390  51.5421  47.4934  9.20e+01  30.1
  100  23.7069  23.7053  23.2717  2.05e+01  48.0
  200  5.8127  5.8068  5.8179  1.38e-01  99.8
  300  2.5829  2.5762  2.5857  9.32e-04  150.1
  500  0.9304  0.9231  0.9309  4.23e-08  250.1
 1000  0.2327  0.2253  0.2327  5.87e-19  500.1
 3000  0.0259  0.0194  0.0259  2.19e-62  1500.0
largest grid-formula deviation = 0.60 %
local exponent at 300 um = 1.999
local exponent at 2000 um = 2.000
excess on open surface / w = 1.00000
share beyond 300 um, H=inf: 15.51 %
share beyond 300 um, H=5000 um: 14.09 %
share by 2C/(X w) at 300 um: 15.51 %
share beyond 300 um, exponential: 3.7e-04 %
Final decay length: H/L, grid (um), formula (um)
  0.500  5.45  5.44
  2.356  20.01  20.00
  20.000  133.70  133.64
  250.000  1598.71  1597.92
thick-layer estimate (H+L)/pi = 1597.9 um
Neglected effects
flow 0.2 m/s, shear = 40 1/s
x = 300 um: layer factor = 0.9970
  cross-flow Peclet number = 0.018
  temperature drop/T = 3.3 %, D (T^1.75): 5.8 %
  length factor (10 mm stripe) = 0.9982
  migration (1 um) change = 6.7e-03 %
x = 1000 um: layer factor = 0.9677
  cross-flow Peclet number = 0.200
  temperature drop/T = 11.1 %, D (T^1.75): 18.6 %
  length factor (10 mm stripe) = 0.9806
  migration (1 um) change = 6.0e-04 %
k = 10.0 m/s, mean molecular speed = 473 m/s
sticking probability = 0.081
free path 3D/speed = 1.27 um, over L = 0.063
all good
```
